# Energy balance of melt-mediated self-sustaining crystallization in amorphous silicon

## The result

A thin liquid layer moves at steady speed $v$ into amorphous silicon and leaves crystalline silicon behind it. The amorphous solid starts at temperature $T_0$, melts at a front of temperature $T_1$, and the liquid freezes at a second front of temperature $T_2$. If no heat is supplied or lost from outside, the energy balance per unit mass is

$$L_c(T_2)=L_a(T_1)+c_s(T_1-T_0)+c_l(T_2-T_1). \tag{1}$$

Here $L_c$ and $L_a$ are the latent heats of melting of the crystal and of the amorphous solid, each taken at the actual temperature of its front. The heat capacity per unit mass is $c_s$ for both solids and $c_l$ for the liquid. The heat released by freezing has three uses: it melts amorphous solid, it first warms that solid from $T_0$ to $T_1$, and it warms the liquid from $T_1$ to $T_2$.

In terms of the enthalpies per unit mass $h_a$, $h_l$ and $h_c$ of the amorphous solid, liquid and crystal, the same statement is

$$h_a(T_0)=h_c(T_2). \tag{2}$$

For an amorphous solid that starts below its melting point, the condition $L_c>L_a$ is necessary for such a wave but not sufficient. Heat must flow from the freezing front to the melting front, so $T_2>T_1$. The liquid must also freeze, so $T_2$ must lie below the crystal melting point, and the amorphous solid must melt, so $T_1$ must lie above the amorphous melting point. Together these conditions confine $T_0$ to a window, found below.

## First derivation: heat conduction and front balances

Assume plane fronts, no side losses, a common density $\rho$, and constant conductivities $k_a$, $k_l$, $k_c$ and heat capacities. Let $\xi=x-vt$ be the coordinate that moves with the wave, with the amorphous solid at $\xi>0$, the liquid at $-l<\xi<0$ and the crystal at $\xi<-l$. The conductive heat flux is $J=-k\,dT/d\xi$, positive towards the amorphous side.

A steady profile depends on $x$ and $t$ through $\xi$ alone, so $\partial T/\partial t=-v\,dT/d\xi$. The heat equation $\rho c\,\partial T/\partial t=k\,\partial^2T/\partial x^2$ becomes

$$k\frac{d^2T}{d\xi^2}+\rho vc\frac{dT}{d\xi}=0 .$$

Its general solution is

$$T=A+Be^{-\xi/\Lambda},\qquad \Lambda=\frac{k}{\rho vc},$$

with different constants in each region.

**Amorphous side.** The conditions $T\to T_0$ far ahead and $T=T_1$ at $\xi=0$ give

$$T=T_0+(T_1-T_0)e^{-\xi/\Lambda_a},\qquad \Lambda_a=\frac{k_a}{\rho vc_s}.$$

The flux entering the amorphous solid is therefore

$$J_a(0)=\frac{k_a}{\Lambda_a}(T_1-T_0)=\rho vc_s(T_1-T_0).$$

The conductivity cancels. It sets the length of the preheated zone, but not the heat needed to bring each unit of mass to $T_1$.

**Crystal side.** As $\xi\to-\infty$ the exponential grows without bound, so $B=0$. The crystal is uniform at $T_2$, and no heat flows between it and the freezing front.

**Fronts.** A mass $\rho v$ melts per unit area and time. The heat arriving through the liquid must supply the latent heat and the flux into the amorphous solid:

$$J_l(0)=\rho v\left[L_a(T_1)+c_s(T_1-T_0)\right]. \tag{3}$$

At the other front the same mass freezes. Since no heat goes to the rear, all of the released heat enters the liquid:

$$J_l(-l)=\rho vL_c(T_2). \tag{4}$$

**Liquid.** Differentiating $T=A+Be^{-\xi/\Lambda_l}$ gives

$$J_l=\frac{k_l}{\Lambda_l}Be^{-\xi/\Lambda_l}=\rho vc_l(T-A),$$

because $k_l/\Lambda_l=\rho vc_l$. The flux at the freezing front minus that at the melting front is

$$J_l(-l)-J_l(0)=\rho vc_l(T_2-T_1).$$

Inserting (3) and (4) and dividing by $\rho v$ gives (1).

The same exponential fixes the layer thickness. The ratio of the two fluxes is $J_l(-l)/J_l(0)=e^{l/\Lambda_l}$, hence

$$l=\frac{k_l}{\rho vc_l}\ln\frac{L_c(T_2)}{L_a(T_1)+c_s(T_1-T_0)}. \tag{5}$$

By (1), the denominator equals $L_c(T_2)-c_l(T_2-T_1)$. The logarithm is thus positive when $T_2>T_1$, and otherwise there is no layer of positive thickness. When $c_l(T_2-T_1)\ll L_c$, the expansion $-\ln(1-z)\approx z$ gives

$$l\approx\frac{k_l(T_2-T_1)}{\rho vL_c}. \tag{6}$$

This is simple conduction: a temperature difference $T_2-T_1$ across the thickness $l$ carries the flux $\rho vL_c$.

## Second derivation: an enthalpy account

This derivation follows the mass instead of the temperature profile. Take two planes that move with the wave, one far ahead in the amorphous solid and one far behind in the crystal. Let $m$ be the mass crossing each plane per unit area and time. Pressure is constant, and kinetic energy is neglected.

In a steady state the enthalpy between the planes does not change. Far ahead the temperature is uniform, so no heat is conducted through the first plane. Suppose that the crystal also approaches some uniform temperature $T_r$ far behind. Then enthalpy enters at the rate $mh_a(T_0)$ and leaves at the rate $mh_c(T_r)$, so

$$h_a(T_0)=h_c(T_r).$$

It remains to show that $T_r=T_2$. Let $y$ be the distance behind the freezing front. Apply the enthalpy account to the crystal between $y$ and the far plane. Mass brings in $mh_c(T)$ and carries out $mh_c(T_r)$, while conduction towards larger $y$ brings in $-k_c\,dT/dy$. The sum of the gains must vanish:

$$k_c\frac{dT}{dy}=m\left[h_c(T)-h_c(T_r)\right].$$

Enthalpy increases with temperature. If $T$ is above $T_r$ at some point, $T$ rises further with increasing $y$; if it is below, it falls further. Neither case can approach $T_r$. The crystal must therefore have $T=T_r$ everywhere, including at the freezing front, which proves (2).

To recover (1), use the definitions of the latent heats,

$$L_c(T_2)=h_l(T_2)-h_c(T_2),\qquad L_a(T_1)=h_l(T_1)-h_a(T_1).$$

Subtract the second from the first, and replace $h_c(T_2)$ by $h_a(T_0)$:

$$L_c(T_2)-L_a(T_1)=\left[h_l(T_2)-h_l(T_1)\right]+\left[h_a(T_1)-h_a(T_0)\right].$$

For constant heat capacities the brackets are $c_l(T_2-T_1)$ and $c_s(T_1-T_0)$, and (1) follows.

## What each derivation assumes

Both derivations need a steady plane wave, no external heat and no side losses. The first also uses constant material properties and a common density. In return it gives the temperature profiles and the thickness.

The second allows heat capacities and conductivities to vary with temperature. It also allows the liquid to be denser than the solids, since it uses the mass flux $m$ instead of $\rho v$. It gives no thickness, because it does not ask how heat crosses the liquid. Equation (2) also shows that the liquid's properties drop out of the overall balance: the liquid is an intermediate state, and its enthalpy is borrowed and returned.

Neither derivation fixes the speed. That requires a law for how fast each front moves at a given temperature.

## Speed and the window of initial temperature

Let $T_{mc}$ and $T_{ma}$ be the melting points of crystal and amorphous solid. Near them, take linear front kinetics,

$$v=\mu_c(T_{mc}-T_2)=\mu_a(T_1-T_{ma}). \tag{7}$$

The freezing front is undercooled and the melting front is superheated. Let $L_c^0$ and $L_a^0$ be the latent heats at the respective melting points. A latent heat changes with temperature at the rate $c_l-c_s$, so

$$L_c(T_2)=L_c^0+(c_l-c_s)(T_2-T_{mc}),$$

$$L_a(T_1)=L_a^0+(c_l-c_s)(T_1-T_{ma}).$$

Insert these into (1). The terms in $T_1$ add to $(c_l-c_s)+c_s-c_l=0$ on the right. Moving $c_lT_2$ to the left leaves $-c_sT_2$ there. Solving for $T_2$ gives

$$T_2=T_0+\frac{L_c^0-L_a^0-(c_l-c_s)(T_{mc}-T_{ma})}{c_s}. \tag{8}$$

The energy balance alone thus fixes the freezing temperature, and (7) then gives the speed. For equal heat capacities $c_s=c_l=c$ and $\Delta L=L_c^0-L_a^0$,

$$v=\mu_c\left(T_{mc}-T_0-\frac{\Delta L}{c}\right). \tag{9}$$

A hotter start gives a slower wave in this model. It raises $T_2$ by the same amount as $T_0$ and so reduces the undercooling that drives freezing.

The condition $T_2>T_1$, written with (7), is $T_{mc}-v/\mu_c>T_{ma}+v/\mu_a$. It limits the speed to

$$v<v_{\max}=\frac{T_{mc}-T_{ma}}{1/\mu_a+1/\mu_c}.$$

Solving (9) for $T_0$ and using $0<v<v_{\max}$ gives the window

$$T_{mc}-\frac{\Delta L}{c}-\frac{v_{\max}}{\mu_c}<T_0<T_{mc}-\frac{\Delta L}{c}. \tag{10}$$

The starting temperature must also lie below $T_{ma}$, so that the amorphous solid is not superheated from the outset. The window (10) ensures this when $\Delta L/c\ge T_{mc}-T_{ma}$, as in the example below; otherwise $T_{ma}$ replaces its upper edge, and no window remains if the lower edge is not below $T_{ma}$.

At the lower edge of (10) the two front temperatures meet and the thickness goes to zero. At the upper edge the undercooling and the speed go to zero, and the thickness in (5) diverges.

The width of the window is $v_{\max}/\mu_c=(T_{mc}-T_{ma})/(1+\mu_c/\mu_a)$. It depends on the ratio of the two mobilities, not on their common size. If melting is much more mobile than freezing, $\mu_a\gg\mu_c$, the width approaches $T_{mc}-T_{ma}$ and the lower edge approaches $T_{ma}-\Delta L/c$. That limit has a direct meaning: the excess latent heat just warms the material from $T_0$ to the amorphous melting point.

## A layer preheated to 1120 K

Take rough silicon-like values: $T_{mc}=1685$ K, $T_{ma}=1420$ K, $L_c^0=1800$ J/g, $L_a^0=1350$ J/g, $c=1.00$ J/(g K), $\rho=2.33$ g/cm³ and $\mu_a=\mu_c=0.10$ m/(s K). The conductivities of amorphous solid, liquid and crystal are 1.8, 55 and 25 W/(m K). The amorphous layer is thick and uniformly preheated to 1120 K.

The excess latent heat is $1800-1350=450$ J/g, which warms the material by 450 K. Hence

$$T_2=1120+450=1570\ \mathrm{K},$$

$$v=0.10\times(1685-1570)=11.5\ \mathrm{m/s}.$$

At this speed the melting front is superheated by 115 K, so $T_1=1535$ K. It is 35 K cooler than the freezing front, as required. The heat budget (1) reads

$$1800=1350+415+35\ \mathrm{J/g}.$$

Most of the excess latent heat goes into preheating the amorphous solid. The liquid thermal length is $\Lambda_l=2.05$ µm, so (5) gives

$$l=2.05\ \mu\mathrm{m}\times\ln\frac{1800}{1765}\approx40\ \mathrm{nm}.$$

The layer is thin compared with $\Lambda_l$, and the temperature in it is nearly linear. A given piece of silicon stays liquid for $l/v=3.5$ ns. The preheated zone ahead has a decay length of 67 nm. The flux falls from 4.82 MW/cm² at the freezing front to 4.73 MW/cm² at the melting front; the difference warms the liquid.

For these parameters $v_{\max}=265/20=13.25$ m/s, and the window (10) is 1102.5 to 1235 K. Within it, with all other parameters held fixed, the thickness varies strongly. At $T_0=1110$ K it is 16 nm at 12.5 m/s, while at 1200 K it is 770 nm at 3.5 m/s. The gap $T_2-T_1$ widens from 15 to 195 K as the speed falls, and by (6) both changes thicken the layer.

The steady solution was tested against a time-dependent calculation that uses the heat equation, the local front balances and (7), but not the steady formulas. At $T_0=1120$ K it started with a 60 nm liquid layer and a crystal at 1560 K, and it reached 11.50 m/s and 40.3 nm, in agreement with the formulas. With the same starting thickness, the layer settled to its predicted thickness at 1110 K. At 1095 K, below the window, it shrank to 5 nm in about 0.5 µs, where the calculation was stopped. These runs show relaxation from the chosen starts. They do not prove stability in general, and a plane calculation cannot follow sideways ripples of the fronts. Such ripples are to be expected in a wide layer: the liquid is cooler ahead of the freezing front, so a part of that front that runs ahead meets cooler liquid and tends to freeze faster. Surface tension, left out here, opposes the finest ripples. The plane wave is therefore a reference solution, not a forecast of the front's shape.

## A cold layer needs heat from behind

Now let $T_0=300$ K, and impose the same speed, so that $T_1$ and $T_2$ are unchanged. Suppose a flux $q$ reaches the freezing front from the crystal. Equation (4) becomes $J_l(-l)=\rho vL_c+q$, which adds $s=q/(\rho v)$ to the left of (1). For equal heat capacities,

$$s=c(T_2-T_0)-\Delta L=1270-450=820\ \mathrm{J/g}.$$

The required flux is $q=\rho vs=2.2$ MW/cm².

This flux needs a crystal that is hotter towards the rear. With $y$ the distance behind the freezing front, the steady heat equation is $k_c\,d^2T/dy^2=\rho vc\,dT/dy$. The conditions $T=T_2$ and $dT/dy=q/k_c$ at $y=0$ give

$$T=T_2+\frac{s}{c}\left(e^{y/\Lambda_c}-1\right),\qquad \Lambda_c=\frac{k_c}{\rho vc}.$$

Setting $T=T_{mc}$ and solving for $y$,

$$y=\Lambda_c\ln\left[1+\frac{c(T_{mc}-T_2)}{s}\right]=0.93\ \mu\mathrm{m}\times\ln\left(1+\frac{115}{820}\right)\approx120\ \mathrm{nm}.$$

The crystal would reach its melting point only about 120 nm behind the front. This profile cannot extend over a long solid crystal, so it does not describe an indefinitely steady wave. A cold layer can still crystallize over a limited distance while a pulse, or the melt it has made, supplies heat. That is a transient process, not the adiabatic wave of (1). These numbers are estimates, since one constant heat capacity is used from 300 K up to the melting point. With the lower heat capacity that silicon has at low temperature, $s$ is nearer 710 J/g, $q$ nearer 1.9 MW/cm² and the distance nearer 140 nm, which leaves the conclusion unchanged.

## Comparison with pulsed melting of real layers

Pulsed-laser melting of implanted amorphous silicon can produce a buried liquid layer that moves at roughly 10 m/s. The model speed is of this size, but it follows from the chosen mobilities and preheating and is not a prediction for a particular pulse. Uniform preheating to 1120 K is an idealization, because a short pulse leaves a steep temperature gradient. An implanted layer may also be only a few tenths of a micrometre thick. In the calculation that starts from 60 nm, the thickness comes within 10% of its steady value after 0.52 µs, or about 6 µm of travel. From that start, the wave would cross such an implanted layer before becoming steady. At the start the liquid layer is about 50% thicker than in the steady wave.

The thickness is also sensitive to small errors in the enthalpies, because it depends on a small difference between two temperatures. Raising the liquid heat capacity by 3%, with the listed latent heats held fixed at their melting points, lowers $T_2$ by 8 K according to (8). The speed rises by 7% to 12.3 m/s, and $T_1$ rises by 8 K. The gap between the fronts shrinks from 35 to 19 K, and the thickness falls by about half, to 21 nm. At this starting temperature, close to the lower edge of the window, the speed is much firmer than the thickness against such an error. This does not hold across the window: at 1200 K the same change raises the speed by 23% and lowers the thickness by 25%. The solid heat capacity matters as much as the liquid one. Letting it vary with temperature as tabulated for crystalline silicon, in both solids, moves the 1120 K wave to about 10.5 m/s and 70 nm. The value of 40 nm therefore gives only the order of magnitude for real silicon.

Linear kinetics is a further approximation. One law that allows for the reverse transition, with a forward rate proportional to $T$, multiplies each linear speed by $(1-e^{-x})/x$, with $x=LM|T-T_m|/(RTT_m)$. Here $L$ and $T_m$ are the latent heat and melting point for the front concerned, $M$ is the molar mass and $R$ the gas constant. The slopes at the melting points are unchanged. Since (8) still fixes $T_2$, the smaller factor reduces the speed by 12%, to 10.1 m/s. The thickness rises by 19%, to 48 nm, mainly because a slower wave needs less flux. This law has no activation energy, and the shifts it gives are not a bound. If the forward rate at both fronts instead varies as $\exp[-E/(k_BT)]$, with $k_B$ Boltzmann's constant and the same slopes at the melting points, an illustrative $E=0.3$ eV gives 9.3 m/s and 80 nm, and $E=0.6$ eV gives 8.0 m/s and 130 nm.

Two other neglected effects are small here. Black-body radiation at $T_2$ is about $7\times10^{-6}$ of the heat flux released by freezing. Direct crystallization of the amorphous solid can be sized with a rough growth law, $4\times10^6$ m/s times $\exp[-2.7\ \mathrm{eV}/(k_BT)]$, where $k_B$ is Boltzmann's constant. It gives 5.5 mm/s at $T_1$, negligible beside the wave speed. At 1120 K it gives 2.8 µm/s, so an existing crystal would consume 100 nm of amorphous solid in about 35 ms. The preheating must be much shorter than this for a layer of that thickness to remain amorphous. Random nucleation within the layer may set a stricter limit, which is not estimated here.

The numerical output below lists the values used in these examples.

## Computed results

```
INPUTS (rough silicon-like values)
Crystal / amorphous melting point: 1685 / 1420 K
Latent heat, crystal / amorphous: 1800 / 1350 J/g
Common heat capacity: 1.00 J/(g K)
Common density: 2.33 g/cm3
Conductivity a / l / c: 1.8 / 55.0 / 25.0 W/(m K)
Kinetic slope, melting / freezing: 0.10 / 0.10 m/(s K)
Initial amorphous temperature: 1120 K
STEADY WAVE
Freezing-front temperature: 1570.0 K
Melting-front temperature: 1535.0 K
Undercooling at freezing front: 115.0 K
Superheating at melting front: 115.0 K
Speed, formula / evolution: 11.500 / 11.500 m/s
Thickness, formula / evolution: 40.31 / 40.30 nm
Heat to preheat amorphous solid: 415.0 J/g
Heat to warm liquid: 35.0 J/g
Amorphous preheating decay length: 67.2 nm
Liquid thermal length k_l/(rho v c): 2.053 um
Liquid residence time: 3.50 ns
Heat flux at freezing front: 4.823 MW/cm2
Heat flux at melting front: 4.729 MW/cm2
WINDOW
Allowed initial temperature: 1102.5 to 1235.0 K
Upper speed limit: 13.25 m/s
T0 1110 K: speed 12.50 m/s, T1 1545.0 K, T2 1560.0 K, thickness 15.8 nm
T0 1120 K: speed 11.50 m/s, T1 1535.0 K, T2 1570.0 K, thickness 40.3 nm
T0 1150 K: speed 8.50 m/s, T1 1505.0 K, T2 1600.0 K, thickness 150.6 nm
T0 1200 K: speed 3.50 m/s, T1 1455.0 K, T2 1650.0 K, thickness 773.3 nm
At 1095 K, 60 nm layer shrinks to 5 nm in: 0.478 us
COLD LAYER AT THE SAME IMPOSED SPEED
Initial temperature: 300 K
Missing heat: 820.0 J/g
Required rear heat flux: 2.197 MW/cm2
Distance behind freezing front to crystal melting point: 122.5 nm
NEGLECTED EFFECTS
Start from 60 nm, time to within 10% of thickness: 0.52 us
Start-up distance at steady speed: 6.0 um
Liquid heat capacity in variant: 1.03 J/(g K)
Variant speed: 12.295 m/s
Variant thickness: 20.53 nm
Nonlinear-kinetics speed: 10.106 m/s
Nonlinear-kinetics thickness: 47.79 nm
Black-body radiation / freezing heat flux: 7.14e-06
Rough solid-phase growth prefactor: 4.0e+06 m/s
Rough solid-phase activation energy: 2.7 eV
Solid-phase growth at T0: 2.84 um/s
Solid-phase growth at T1: 5.46 mm/s
Time for 100 nm solid-phase growth at T0: 35.3 ms
```
